# No spontaneous excitonic polarization in the Falicov-Kimball model at finite temperature

Take a cubic crystal with one conduction (d) orbital and one localized (f) orbital per cell, and treat the repulsion between them in uniform Hartree-Fock theory. For the parameters below, at 300 K and in zero electric field, the result is a polarization of $7.8\ \mu\mathrm{C/cm^2}$, which survives up to 2667 K. Yet the excitonic polarization of the same model, in a field of 0.1 MV/cm, cannot exceed $0.14\ \mu\mathrm{C/cm^2}$, and this ceiling falls to zero with the field. The approximate answer is more than fifty times too large in the field, and without the field it describes an order that does not exist.

## The belief and its appeal

The spinless Falicov-Kimball model is

$$H_0=-t\sum_{\langle ij\rangle}(d_i^\dagger d_j+d_j^\dagger d_i)+U\sum_i n_{d,i}n_{f,i},$$

with the f level at the centre of the d band. The f electrons do not hop, and nothing in $H_0$ turns an f electron into a d electron. The two orbitals have opposite parity, so a coherent mixture of them on one site carries a dipole. Let $x$ be the matrix element of position between them, real and positive, and define

$$A_i=d_i^\dagger f_i+f_i^\dagger d_i,\qquad m=\langle A_i\rangle .$$

The electron is displaced by $xm$ on average. Its charge is $-e$ and the cell volume is $a^3$, so

$$P=-\frac{e x}{a^3}\,m .$$

In a field $E$ an electron has potential energy $+eEz$, which adds $V\sum_iA_i$ with $V=exE$. The field also tilts the site energies. That part is dropped here; its size is given later.

The belief is that the attraction between a d electron and an f hole makes $m$ nonzero by itself, as it does in an excitonic insulator. Uniform Hartree-Fock theory supports this. Besides the Hartree terms, the decoupled interaction contains

$$-U\langle f_i^\dagger d_i\rangle d_i^\dagger f_i-U\langle d_i^\dagger f_i\rangle f_i^\dagger d_i .$$

For a uniform real solution both averages equal $m/2$, so $V$ is replaced by

$$h=V-\frac{U}{2}m .$$

At half filling both mean occupations are $1/2$, both levels shift by $U/2$, and the chemical potential absorbs the shift. For each wave vector there remains a two-by-two matrix with diagonal elements $\varepsilon_k$ and $0$ and off-diagonal element $h$. Its eigenvalues are

$$E_\pm=\tfrac12(\varepsilon_k\pm w_k),\qquad w_k=\sqrt{\varepsilon_k^2+4h^2}.$$

The mean of $A$ in each eigenstate is $\partial E_\pm/\partial h=\pm2h/w_k$. With the Fermi function $n(E)$, measured from zero,

$$m=-\frac1N\sum_k\frac{2h}{w_k}\,[n(E_-)-n(E_+)] .$$

At $V=0$ we have $m=-2h/U$. Dividing by $h\neq0$ gives

$$1=\frac{U}{N}\sum_k\frac{n(E_-)-n(E_+)}{w_k}.$$

As $h\to0$ the levels become $\varepsilon_k$ and $0$, and $n(0)-n(\varepsilon)=\tfrac12\tanh(\varepsilon/2kT)$. The temperature at which the solution disappears therefore obeys

$$1=\frac{U}{2N}\sum_k\frac{\tanh(\varepsilon_k/2kT_c)}{\varepsilon_k}.$$

With $t=0.4$ eV and $U=1.5$ eV on the cubic lattice this gives $T_c=2667$ K. At 300 K it gives $|m|=0.835$ and $h=0.63$ eV. Nothing in the calculation looks suspicious: the equations close, and the ordering energy is far above $kT=25.9$ meV.

## Conservation, and why it is only a start

Each $n_{f,i}$ commutes with $H_0$, hence with the thermal state $\rho$ at $V=0$. Since $[n_{f,i},d_i^\dagger f_i]=-d_i^\dagger f_i$,

$$-\langle d_i^\dagger f_i\rangle=\mathrm{Tr}\,\rho\,[n_{f,i},d_i^\dagger f_i]=\mathrm{Tr}\,[\rho,n_{f,i}]\,d_i^\dagger f_i=0 .$$

This does not yet refute the belief. A finite ferromagnet in zero field also has zero average magnetization by symmetry. Spontaneous order is defined by letting the lattice grow first and removing the field afterwards. What is needed is a bound on $m$ at $V\ne0$ that does not depend on the size of the lattice.

## A bound independent of size

Choose one site $i$ and let $G=(-1)^{n_{f,i}}$. Then $G^2=1$ and $Gf_iG=-f_i$, while every other operator in the model is unchanged. Split the Hamiltonian into a part even under $G$ and a part $O$ odd under $G$, and scale the odd part:

$$H_\lambda=H_{\rm even}+\lambda O,\qquad GH_\lambda G=H_{-\lambda}.$$

The actual system has $\lambda=1$. In the model $O=VA_i$ is the field term of this one site; the field on all other sites is even. Let $B$ be any Hermitian operator odd under $G$ with $B^2\le1$. Since $G$ maps the thermal state at $\lambda$ to that at $-\lambda$, both $\langle B\rangle$ and $\langle O\rangle$ vanish at $\lambda=0$.

Now follow them as $\lambda$ grows. Write $\beta=1/kT$. The derivative of an exponential of operators is

$$\frac{d}{d\lambda}e^{-\beta H_\lambda}=-\beta\int_0^1ds\,e^{-\beta(1-s)H_\lambda}\,O\,e^{-\beta sH_\lambda}.$$

Dividing by the partition function and differentiating that as well gives

$$\frac{d\langle B\rangle}{d\lambda}=-\beta(\delta B;\delta O),\qquad \delta X=X-\langle X\rangle,$$

$$(X;Y)=\sum_{ab}L(p_a,p_b)\,X_{ab}Y_{ba},\qquad L(p,q)=\int_0^1ds\,p^{1-s}q^s .$$

Here $a,b$ label eigenstates of $H_\lambda$ and $p_a$ are their probabilities. Two properties of $L$ are needed.

- $L>0$, so $(X;Y)$ is a scalar product on Hermitian operators and the Cauchy-Schwarz inequality applies.
- $p^{1-s}q^s$ is a convex function of $s$ and lies below its chord, so $L\le(p+q)/2$. Hence $(\delta B;\delta B)\le\langle\delta B^2\rangle\le\langle B^2\rangle\le1$.

Together they give

$$\left|\frac{d\langle B\rangle}{d\lambda}\right|\le\beta\sqrt{(\delta O;\delta O)} .$$

The same derivative formula with $B$ replaced by $O$, integrated from 0 to 1, yields

$$\int_0^1d\lambda\,(\delta O;\delta O)=-kT\,\langle O\rangle ,$$

where the right side is taken at $\lambda=1$. The integral of a square root over a unit interval is at most the square root of the integral. Therefore

$$|\langle B\rangle|\le\beta\sqrt{-kT\langle O\rangle},\qquad\text{or}\qquad \langle B\rangle^2\le-\frac{\langle O\rangle}{kT}. \tag{1}$$

To use this with $B=A_i$, expand the square. Because $(d_i^\dagger f_i)^2=0$,

$$A_i^2=n_{d,i}(1-n_{f,i})+n_{f,i}(1-n_{d,i}),$$

which is 1 on a singly occupied site and 0 otherwise. With $O=VA_i$, (1) reads $m^2\le-Vm/kT$. Thus $m$ has the sign opposite to $V$, and

$$|m|\le\frac{|V|}{kT}. \tag{2}$$

A coherence of any other phase is covered too. The operator $B=e^{i\theta}d_i^\dagger f_i+e^{-i\theta}f_i^\dagger d_i$ has the same square as $A_i$, and its largest mean over $\theta$ is $2|\langle d_i^\dagger f_i\rangle|$. So (1) and (2) give $2|\langle d_i^\dagger f_i\rangle|\le|V|/kT$.

The number of sites, the dimension and $U$ do not appear, and arbitrary d hopping and site energies could be added to $H_{\rm even}$. The argument holds at fixed electron number, because all operators conserve it, and at fixed chemical potential, with $H-\mu N$ in place of $H$. Growing the lattice and then sending $V\to0$ leaves $m=0$ at every $T>0$.

The reason can also be put in terms of distinguishability. The rotated state $\rho'=G\rho G$ has $\langle A_i\rangle'=-m$ and belongs to $H'=H-2VA_i$, with the same partition function. With $S(\rho\Vert\rho')=\mathrm{Tr}\,\rho(\ln\rho-\ln\rho')$, each of the two relative entropies equals $-2Vm/kT$. Reversing one dipole thus costs an amount set by the field on one site, and as $V\to0$ the two states cannot be told apart. For a three-site ring with $kT=0.3$ eV and $V=0.1$ eV, the entropies computed from their definition sum to 0.381. This exceeds $4m^2=0.327$, as (1) requires.

## How tight the bound is, and why it needs $T>0$

Consider an isolated site holding one electron. Its levels are $\pm V$, with $A_i=\pm1$, so

$$m=-\tanh(V/kT).$$

For $|V|\ll kT$ this is $-V/kT$, so the factor $1/kT$ in (2) cannot be lowered. At stronger fields (2) can be sharpened. Measuring $A_i$ gives $\pm1$ with probabilities $p_\pm$ in $\rho$ and $p_\mp$ in $\rho'$, and a measurement cannot increase the relative entropy. Hence $-2Vm/kT\ge m\ln(p_+/p_-)\ge2m\,\mathrm{artanh}\,m$, where $p_+-p_-=m$ and $p_++p_-\le1$. This means $|m|\le\tanh(|V|/kT)$, which the isolated site attains. For the weak fields of interest here the difference from (2) is negligible. Among 150 randomly disordered four-site rings without f hopping, the largest value of $|m|kT/|V|$ was 0.9986.

The same site shows what happens when the limits are exchanged. With $V=10^{-6}$ eV, $m$ is $-3.9\times10^{-5}$ at 300 K, but $-1.0000$ at 1 mK. If $T\to0$ is taken first, an arbitrarily weak field polarizes the site fully. A lattice of such sites with one electron each behaves identically. Hence the theorem cannot be extended to zero temperature in general; there the answer depends on $H_0$. In a four-site ring with $t=0.4$ eV and $U=1.5$ eV, for example, the same field at 1 mK gives only $|m|=1.3\times10^{-5}$.

## What the uniform Hartree-Fock solution gets wrong

Give every site its own phase in the mean field: replace $h\,d_i^\dagger f_i$ by $he^{i\phi_i}d_i^\dagger f_i$. Defining $\tilde f_i=e^{i\phi_i}f_i$ restores the uniform problem, because the d hopping contains no $f$ and the f electrons do not hop. In the original operators, $\langle f_i^\dagger d_i\rangle=e^{i\phi_i}\langle\tilde f_i^\dagger d_i\rangle$, which is the phase needed to reproduce the assumed field. Every choice of phases is therefore self-consistent, with the same grand potential.

On a 24-site ring, random and uniform phases indeed gave the same value to the printed 0.0001 meV per site. The local amplitude was 0.93 everywhere, but its lattice average for that one random draw was 0.13, and for independent phases this average tends to zero as the lattice grows. Choosing equal phases puts in by hand an alignment that no term of the model enforces. The uniform solution is restricted in a second way as well, since it leaves out charge order. If the two sublattices may differ, Hartree-Fock theory itself prefers a checkerboard of f charge: on the cubic lattice at 300 K and zero field its grand potential is 65 meV per site lower, and it has $m=0$. For this symmetric position of the f level, the false polarization therefore belongs to the uniform solution. Allowing charge order does not remove it in general. With the f level raised by 0.3 eV, at one electron per site and 300 K, the lowest two-sublattice solution found combines charge order with a mean local $|m|$ of about 0.3 and lies about 1 meV per site below the checkerboard with $m=0$. The bound (2) forbids this coherence as well.

Linear response shows the missing cooperation. At $V=0$, for $i\ne j$, $A_i$ is odd under $G$ while $A_j$ and $H_0$ are even, so $(A_i;A_j)=0$. A field on site $j$ does not polarize site $i$, and a uniform field gives the same response per site as a field on that site alone. For a four-site ring at 300 K both values of $-m/V$ are 13.47 eV$^{-1}$. The growing sum over distant sites that makes a ferroelectric susceptibility diverge is absent.

## The numbers in a field

Let $a=0.41$ nm, $x=0.04$ nm and $T=300$ K. Full coherence, $|m|=1$, corresponds to $ex/a^3=9.30\ \mu\mathrm{C/cm^2}$, so the Hartree-Fock polarization is $0.835\times9.30=7.8\ \mu\mathrm{C/cm^2}$.

A field of 0.1 MV/cm is 0.01 V/nm, so $V=0.04\times0.01$ eV $=0.400$ meV. The bound is

$$|m|\le\frac{0.400}{25.85}=0.0155,\qquad |P|\le0.0155\times9.30=0.14\ \mu\mathrm{C/cm^2}.$$

Since the ceiling is linear in $E$, it limits the excitonic susceptibility to a Curie law:

$$\chi\le\frac{(ex)^2}{\epsilon_0a^3kT}=16.2 .$$

A field of 5.4 MV/cm would be needed before this linear ceiling reached the amplitude that uniform Hartree-Fock theory predicts without any field.

The bound is not the value. Exact diagonalization at 0.1 MV/cm, with one electron per site, gives $|m|=0.0054$, 0.0078 and 0.0045 for rings of four, five and six sites, that is, 35, 51 and 29 per cent of the ceiling. For the six-site ring $P=0.042\ \mu\mathrm{C/cm^2}$. Uniform Hartree-Fock theory on that ring, with the same parameters but at fixed chemical potential, gives $|m|=0.93$, about two hundred times the exact value.

## What the theorem leaves open

Order in the f occupations themselves is even under $G$ and escapes the argument. In the six-site ring at $V=0$ and 300 K, the correlation of neighbouring f occupations, on a scale from $-1$ to $1$, is $-0.97$: occupied and empty f sites nearly alternate. Three f electrons placed at random on the six sites would give only $-0.20$. A finite ring has no long-range order, but the comparison shows that the interaction acts strongly in this channel. Such order can be polar. In a chain with alternating bond lengths the inversion centres lie at the bond midpoints, and inversion there exchanges the two sublattices. If their charges differ, no inversion centre remains. The theorem excludes a polarization made of on-site d-f coherence, not every electronic ferroelectricity.

It also fails once f electrons can move. Add f hopping $+t_f$, a sign opposite to that of the d hopping when $t_f>0$. The part odd under $G$ is then $O=VA_i+R_i$ with

$$R_i=t_f\sum_{j}(f_i^\dagger f_j+f_j^\dagger f_i)=\sqrt z\,t_f\,(f_i^\dagger F+F^\dagger f_i),\qquad F=\frac1{\sqrt z}\sum_jf_j ,$$

where $j$ runs over the $z$ neighbours. $F$ is a normalized fermion operator, so the last bracket has eigenvalues between $-1$ and $1$, as $A_i$ has. With $V\to0$, (1) becomes

$$m^2\le\frac{\sqrt z\,|t_f|}{kT}. \tag{3}$$

Order is now permitted, though not guaranteed. At a given temperature its size is limited by the f hopping, whatever the value of $U$. The inequality sets no upper limit on the temperature at which a small $m$ could appear.

For large $U$ the sign of $t_f$ decides how neighbouring dipoles align. Let sites 0 and 1 hold one electron each, in $|a\rangle=d_0^\dagger f_1^\dagger|0\rangle$ or $|b\rangle=f_0^\dagger d_1^\dagger|0\rangle$. One d hop and one f hop lead from $|a\rangle$ to $|b\rangle$ through a doubly occupied site of energy $U$. The amplitudes are $-t$ and $t_f$, and reordering the fermion operators gives a factor $-1$, for either order of the hops. Second-order perturbation theory adds $-1/U$ for each order:

$$\langle b|H_{\rm eff}|a\rangle=-\frac{2t\,t_f}{U}.$$

For $t_f>0$ this favours $|a\rangle+|b\rangle$. Since $A_0A_1|a\rangle=|b\rangle$, that combination has $A_0A_1=+1$: parallel dipoles. For $t_f<0$ they are antiparallel. In the four-site ring at 300 K, $\langle A_0A_1\rangle$ is $+0.025$ for $t_f=5$ meV, $-0.025$ for $-5$ meV, and zero without f hopping. At $+5$ meV the uniform response exceeds the one-site response by 5 per cent, and in the 24-site Hartree-Fock ring, with the mean-field amplitude held fixed, the same draw of random phases now costs 1.1 meV per site.

## A samarium compound beside the model

The cell edge is close to that of SmB$_6$, a mixed-valence samarium compound. The other parameters are assumed, not derived for this material, and the dipole length and $U$ are the least certain. A smaller $x$ lowers the Hartree-Fock polarization in proportion to $x$, and the ceiling in a given field as $x^2$. The model omits spin, the multiplets of the samarium ion and screening by carriers. SmB$_6$ conducts at room temperature, so a static field of 0.1 MV/cm would not persist in its interior. The assumption that matters most is local f-charge conservation. An f hopping of 5 meV to six neighbours gives $\sqrt6\,t_f=12.2$ meV, and (3) then allows $m^2\le0.47$ at 300 K. The zero-field ceiling set by (3) rises from zero to $|m|=0.69$, or $6.4\ \mu\mathrm{C/cm^2}$, and (3) excludes the Hartree-Fock amplitude between about 200 K and 2600 K; closer to $T_c$ that amplitude falls below the ceiling again. Intersite d-f hybridization of 100 meV gives a limit of 9.5 for $m^2$, which is no restriction, since $|m|\le1$ anyway. The dipole interaction, a product of $A$ operators on different sites, is also odd in each $f_i$. Unscreened, its pair energy $(ex)^2/4\pi\epsilon_0a^3$ is 33 meV and its Lorentz-field energy 140 meV for the assumed $x$, both above $kT$ at 300 K. They scale as $x^2$, and the pair energy would fall below $kT$ for $x$ under 0.035 nm. The theorem therefore does not decide whether such a compound could be ferroelectric.

The tilt of the site energies is less serious. It is 4.1 meV per cell, small beside $U$. For a perfect checkerboard of f charge, d electrons see site energies $0$ and $U$, which couple the band states $\varepsilon$ and $-\varepsilon$ by $U/2$ and open a gap $U$. The Landau-Zener probability of crossing it is $\exp[-2\pi(U/2)^2/(4t\,eEa)]$, where $4ta$ is the largest difference of the band slopes. The exponent is 539 in magnitude. The formula treats the bands as straight lines near the crossing; with their full cosine shape the exponent is about 490. Interband tunnelling is negligible in that state either way.

Most of the computed values are collected in the numerical output below.

## Numbers as computed

```
cell edge 0.41 nm, dipole length 0.04 nm, T 300 K
d hopping 0.4 eV, U 1.5 eV, field 0.1 MV/cm
kT = 25.852 meV, V = e x E = 0.400 meV
polarization at |m|=1: 9.299 uC/cm2
3-ring, kT 0.3 eV, V 0.1 eV: m = -0.28583
  entropy sum 0.38110, -4Vm/kT 0.38110
  trace distance^2 0.35525, 4m^2 0.32678
300 random 4-rings: largest |m|kT/|V| (tf=0) = 0.9986
4-ring tf 0 meV: -m/V uniform 13.4744, one-site 13.4744 1/eV
4-ring tf 5 meV: -m/V uniform 14.1969, one-site 13.4769 1/eV
4-ring <A0 A1>, f hopping +0 meV: 0.00000
4-ring <A0 A1>, f hopping +5 meV: 0.02457
4-ring <A0 A1>, f hopping -5 meV: -0.02457
isolated site, V 1e-6 eV, T 300 K: m = -3.8682e-05
isolated site, V 1e-6 eV, T 0.001 K: m = -1.0000e+00
exact 4-ring at V: m = -0.005390, |m|kT/V = 0.3483
exact 5-ring at V: m = -0.007830, |m|kT/V = 0.5061
exact 6-ring at V: m = -0.004523, |m|kT/V = 0.2923
Hartree-Fock 6-ring at V: m = -0.9301
6-ring, V=0: neighbour f-charge correlation -0.9717 (range -1..1)
HF 24-ring tf 0 meV: random minus uniform phases 0.0000 meV/site
HF 24-ring tf 5 meV: random minus uniform phases 1.1178 meV/site
  |m| per site 0.9302, lattice average with random phases 0.1274
cubic HF, zero field: |m| = 0.8353, h = 0.6265 eV
  mesh 24 -> 36 shift of |m|: 4.3e-15
  false P = 7.768 uC/cm2, false Tc = 2667 K
ceiling at 0.1 MV/cm: |m| <= 0.01547, P <= 0.1439 uC/cm2
exact 6-ring P at that field: 0.0421 uC/cm2
ceiling on excitonic susceptibility: 16.25 (dimensionless)
field needed before ceiling reaches HF |m|: 5.40 MV/cm
neglected f hopping 5 meV: odd-term norm 12.2 meV, m^2 limit 0.474
neglected intersite hybrid. 100 meV: odd-term norm 244.9 meV, m^2 limit 9.475
  f hopping alone: HF |m| excluded above 204 K
neglected dipole pair energy 33.4 meV, Lorentz-field energy 140.0 meV
potential drop per cell 4.10 meV
tunnelling exponent across charge-order gap U: 539
```
